# Comment on the claim that ZORA is correct through order c⁻²: verification in Python

```python
"""
Result under test (Hartree atomic units, rest energy removed):
    E_Dirac - E_ZORA = -E0 <p^2> / (4 c^2) + higher orders in 1/c^2,
so that ZORA doubles the leading relativistic correction of a Coulomb 1s level.
ZORA Hamiltonian: V + A [c^2/(2c^2 - V)] A, with A = sigma.p.
E0, <p^2>: nonrelativistic energy and mean squared momentum.
Z: nuclear charge; c: speed of light; kappa: Dirac angular quantum number.
Radial form: large component P(r), and A acts as Q = dP/dr + kappa P/r.
Matrices use Laguerre functions and quadrature on a logarithmic radial grid.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, block_diag
from scipy.special import eval_genlaguerre
from scipy.constants import fine_structure, physical_constants

STEP = 0.01
LOG_GRID = np.arange(-32.0, np.log(150.0), STEP)


def make_basis(kappa, power, beta, size=18):
    """Functions r^power exp(-beta r) times Laguerre polynomials."""
    r = np.exp(LOG_GRID) / beta
    w = r * STEP
    x = 2 * beta * r
    envelope = x**power * np.exp(-x / 2)
    P, dP = [], []
    for k in range(size):
        lag = eval_genlaguerre(k, 2 * power, x)
        dlag = -eval_genlaguerre(k - 1, 2 * power + 1, x) if k else 0 * x
        f = envelope * lag
        df = 2 * beta * envelope * ((power / x - 0.5) * lag + dlag)
        norm = np.sqrt(np.sum(f * f * w))
        P.append(f / norm)
        dP.append(df / norm)
    P, dP = np.array(P), np.array(dP)
    return {"r": r, "w": w, "P": P, "dP": dP, "Q": dP + kappa * P / r}


def level(b, V, K, index):
    """Eigenvalue and vector of V + A K A; K = 1/2 is nonrelativistic."""
    P, Q, w = b["P"], b["Q"], b["w"]
    H = (P * (V * w)) @ P.T + (Q * (K * w)) @ Q.T
    energies, vectors = eigh(H, (P * w) @ P.T)
    return energies[index], vectors[:, index]


def zora(b, V, c, index):
    return level(b, V, c**2 / (2 * c**2 - V), index)


def dirac_eliminated(b, V, c, index):
    """Self-consistent energy after exact elimination of the small component."""
    E = 0.0
    for _ in range(15):
        E = level(b, V, c**2 / (2 * c**2 + E - V), index)[0]
    return E


def dirac_matrix(b, V, c, index, small):
    """Electronic level of the full large-and-small-component matrix."""
    P, Q, w = b["P"], b["Q"], b["w"]
    small = small / np.sqrt(np.sum(small**2 * w, axis=1))[:, None]
    LL = (P * (V * w)) @ P.T
    LS = c * (Q * w) @ small.T
    SS = (small * ((V - 2 * c**2) * w)) @ small.T
    H = np.block([[LL, LS], [LS.T, SS]])
    S = block_diag((P * w) @ P.T, (small * w) @ small.T)
    energies = eigh(H, S, eigvals_only=True)
    return energies[energies > -c**2][index]


def leading_coefficient(energy_of_c, E0, c):
    """Coefficient of 1/c^2 in the energy, extrapolated from c and 2c."""
    g1 = c**2 * (energy_of_c(c) - E0)
    g2 = (2 * c)**2 * (energy_of_c(2 * c) - E0)
    return (4 * g2 - g1) / 3


# ---- Symbolic integrals for the Coulomb 1s state
Zs, rs, xs = sp.symbols("Z r x", positive=True)
phi = sp.sqrt(Zs**3 / sp.pi) * sp.exp(-Zs * rs)


def radial_integral(f):
    return sp.integrate(sp.expand(4 * sp.pi * rs**2 * f), (rs, 0, sp.oo))


grad = sp.diff(phi, rs)
laplacian = sp.diff(phi, rs, 2) + 2 * grad / rs
p2_1s = sp.simplify(radial_integral(grad**2))
ava_1s = sp.simplify(radial_integral(-Zs / rs * grad**2) / 4)
massvel_1s = sp.simplify(-radial_integral(laplacian**2) / 8)
darwin_1s = sp.simplify(sp.pi * Zs / 2 * phi.subs(rs, 0)**2)
missing_1s = sp.simplify(Zs**2 / 2 * p2_1s / 4)
dirac_series = sp.series(sp.sqrt(1 - Zs**2 * xs), xs, 0, 3).removeO()
dirac_1s = sp.expand(dirac_series).coeff(xs, 2)
assert sp.simplify(massvel_1s + darwin_1s - dirac_1s) == 0
assert sp.simplify(ava_1s + missing_1s - dirac_1s) == 0
assert sp.simplify(ava_1s - 2 * dirac_1s) == 0
print("Coulomb 1s, coefficients of 1/c^2 (hartree, c in a.u.):")
print("  <p^2> =", p2_1s, "; mass-velocity =", massvel_1s,
      "; Darwin =", darwin_1s)
print("  ZORA =", ava_1s, "; missing =", missing_1s, "; Dirac =", dirac_1s)

# ---- General statement in a soft well that is not a Coulomb potential
depth_charge, softness, c_test = 4.0, 0.5, 100.0
print(f"Soft well -q/sqrt(r^2+b^2): q = {depth_charge}, b = {softness} bohr")
for name, kappa, power in (("s1/2", -1, 1), ("p1/2", 1, 2)):
    b = make_basis(kappa, power, 3.0, 24)
    V = -depth_charge / np.sqrt(b["r"]**2 + softness**2)
    E0, vec = level(b, V, 0.5, 0)
    P, dP, Q = vec @ b["P"], vec @ b["dP"], vec @ b["Q"]
    ang = kappa * (kappa + 1)
    p2 = np.sum((dP**2 + ang * P**2 / b["r"]**2) * b["w"])
    dirac1 = leading_coefficient(
        lambda c: dirac_matrix(b, V, c, 0, b["Q"]), E0, c_test)
    print(f"  {name}: E0 = {E0:.5f} hartree, <p^2> = {p2:.5f} a.u.")
    for shift in (0.0, 1.0, -E0):
        zora1 = leading_coefficient(
            lambda c: zora(b, V + shift, c, 0)[0] - shift, E0, c_test)
        ava = np.sum((V + shift) * Q**2 * b["w"]) / 4
        predicted = -(E0 + shift) * p2 / 4
        assert abs(zora1 - ava) < 2e-4
        assert abs(dirac1 - (ava + predicted)) < 2e-4
        assert abs((dirac1 - zora1) - predicted) < 2e-4
        print(f"    shift {shift:.4f} hartree: c^2(Dirac-ZORA) = "
              f"{dirac1 - zora1:.4f}, predicted {predicted:.4f} a.u.")

# ---- Leading corrections of Coulomb levels, unit nuclear charge
states = (("1s1/2", 1, -1, 0), ("2s1/2", 2, -1, 1),
          ("2p1/2", 2, 1, 0), ("2p3/2", 2, -2, 0))


def coulomb_level(Z, c, n, kappa, index, method):
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    b = make_basis(kappa, gamma, Z / n)
    V = -Z / b["r"]
    if method == "zora":
        return zora(b, V, c, index)[0]
    return dirac_eliminated(b, V, c, index)


print("Coulomb levels, Z = 1, coefficients of 1/c^2 (a.u.):")
coefficients = {}
for name, n, kappa, index in states:
    pair = [leading_coefficient(
        lambda c: coulomb_level(1.0, c, n, kappa, index, m),
        -0.5 / n**2, 50.0) for m in ("dirac", "zora")]
    coefficients[name] = pair
    assert abs(pair[0] - pair[1] - 1 / (8 * n**4)) < 1e-6
    print(f"  {name}: Dirac {pair[0]:.6f}, ZORA {pair[1]:.6f}, "
          f"ratio {pair[1] / pair[0]:.4f}")
for name, ratio in (("1s1/2", 2), ("2s1/2", 1.2),
                    ("2p1/2", 1.2), ("2p3/2", 2)):
    assert abs(coefficients[name][1] / coefficients[name][0] - ratio) < 1e-4
split = [coefficients["2p3/2"][i] - coefficients["2p1/2"][i] for i in (0, 1)]
assert abs(split[0] - split[1]) < 1e-6
print(f"  2p splitting: Dirac {split[0]:.6f}, ZORA {split[1]:.6f}")

# ---- Worked example: hydrogen-like calcium ion, point nucleus
Z = 20.0
c = 1 / fine_structure
eV = physical_constants["Hartree energy in eV"][0]
print(f"Ca19+: Z = {Z:.0f}, c = {c:.6f} a.u., 1 hartree = {eV:.6f} eV")
found = {}
for name, n, kappa, index in states:
    E0 = -Z**2 / (2 * n**2)
    ED = coulomb_level(Z, c, n, kappa, index, "dirac")
    EZ = coulomb_level(Z, c, n, kappa, index, "zora")
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    n_eff = n - abs(kappa) + gamma
    closed = c**2 * (1 / np.sqrt(1 + (Z / c / n_eff)**2) - 1)
    assert abs(ED - closed) < 1e-6
    assert abs(EZ - closed / (1 + closed / (2 * c**2))) < 1e-6
    found[name] = (E0, ED, EZ)
    print(f"  {name} (hartree): nonrel {E0:.4f}, Dirac {ED:.5f}, "
          f"ZORA {EZ:.5f}")
    print(f"    corrections: Dirac {ED - E0:.5f}, ZORA {EZ - E0:.5f}, "
          f"ratio {(EZ - E0) / (ED - E0):.4f}")
split_D = found["2p3/2"][1] - found["2p1/2"][1]
split_Z = found["2p3/2"][2] - found["2p1/2"][2]
assert abs(split_Z / split_D - 1) < 0.005
print(f"  2p splitting (hartree): Dirac {split_D:.6f}, ZORA {split_Z:.6f}, "
      f"ratio {split_Z / split_D:.5f}")

E0, _, EZ = found["1s1/2"]
gamma = np.sqrt(1 - (Z / c)**2)
b = make_basis(-1, gamma, Z)
V = -Z / b["r"]
ED = dirac_matrix(b, V, c, 0, b["P"])
assert abs(ED - c**2 * (gamma - 1)) < 1e-6
_, vec = zora(b, V, c, 0)
Q = vec @ b["Q"]
N = np.sum(c**2 / (2 * c**2 - V)**2 * Q**2 * b["w"])
scaled = EZ / (1 + N)
assert abs(N + EZ / (2 * c**2)) < 1e-8
assert abs(scaled - ED) < 1e-5
shifted = zora(b, V - E0, c, 0)[0] + E0
exact_shift = zora(b, V - ED, c, 0)[0] + ED
assert abs(shifted - ED) < 0.01 * abs(EZ - ED)
assert abs(exact_shift - ED) < 1e-6
missing = float(missing_1s.subs(Zs, Z)) / c**2
assert abs((ED - EZ) / missing - 1) < 0.03
print(f"  1s leading correction: Dirac {-Z**4 / (8 * c**2):.5f}, "
      f"ZORA {-Z**4 / (4 * c**2):.5f} hartree")
print(f"  1s Dirac-ZORA: full {ED - EZ:.5f}, leading {missing:.5f} hartree")
print(f"  1s in eV: Dirac {ED * eV:.2f}, ZORA {EZ * eV:.2f}, "
      f"Dirac-ZORA {(ED - EZ) * eV:.2f}")
print(f"  1s scaling integral N = {N:.7f}, scaled ZORA {scaled:.5f} hartree")
print(f"  1s ZORA with V shifted by -E0, shift removed: {shifted:.5f} "
      f"hartree, error {shifted - ED:.5f}")
print(f"  1s ZORA with V shifted by -E_Dirac, shift removed: "
      f"{exact_shift:.5f} hartree")
print("all assertions hold")
```

Printed output:

```
Coulomb 1s, coefficients of 1/c^2 (hartree, c in a.u.):
  <p^2> = Z**2 ; mass-velocity = -5*Z**4/8 ; Darwin = Z**4/2
  ZORA = -Z**4/4 ; missing = Z**4/8 ; Dirac = -Z**4/8
Soft well -q/sqrt(r^2+b^2): q = 4.0, b = 0.5 bohr
  s1/2: E0 = -3.08868 hartree, <p^2> = 2.64491 a.u.
    shift 0.0000 hartree: c^2(Dirac-ZORA) = 2.0423, predicted 2.0423 a.u.
    shift 1.0000 hartree: c^2(Dirac-ZORA) = 1.3811, predicted 1.3811 a.u.
    shift 3.0887 hartree: c^2(Dirac-ZORA) = -0.0000, predicted -0.0000 a.u.
  p1/2: E0 = -1.56013 hartree, <p^2> = 2.22737 a.u.
    shift 0.0000 hartree: c^2(Dirac-ZORA) = 0.8687, predicted 0.8687 a.u.
    shift 1.0000 hartree: c^2(Dirac-ZORA) = 0.3119, predicted 0.3119 a.u.
    shift 1.5601 hartree: c^2(Dirac-ZORA) = 0.0000, predicted -0.0000 a.u.
Coulomb levels, Z = 1, coefficients of 1/c^2 (a.u.):
  1s1/2: Dirac -0.125000, ZORA -0.250000, ratio 2.0000
  2s1/2: Dirac -0.039062, ZORA -0.046875, ratio 1.2000
  2p1/2: Dirac -0.039062, ZORA -0.046875, ratio 1.2000
  2p3/2: Dirac -0.007813, ZORA -0.015625, ratio 2.0000
  2p splitting: Dirac 0.031250, ZORA 0.031250
Ca19+: Z = 20, c = 137.035999 a.u., 1 hartree = 27.211386 eV
  1s1/2 (hartree): nonrel -200.0000, Dirac -201.07652, ZORA -202.15884
    corrections: Dirac -1.07652, ZORA -2.15884, ratio 2.0054
  2s1/2 (hartree): nonrel -50.0000, Dirac -50.33659, ZORA -50.40415
    corrections: Dirac -0.33659, ZORA -0.40415, ratio 1.2007
  2p1/2 (hartree): nonrel -50.0000, Dirac -50.33659, ZORA -50.40415
    corrections: Dirac -0.33659, ZORA -0.40415, ratio 1.2007
  2p3/2 (hartree): nonrel -50.0000, Dirac -50.06674, ZORA -50.13357
    corrections: Dirac -0.06674, ZORA -0.13357, ratio 2.0013
  2p splitting (hartree): Dirac 0.269852, ZORA 0.270575, ratio 1.00268
  1s leading correction: Dirac -1.06503, ZORA -2.13005 hartree
  1s Dirac-ZORA: full 1.08232, leading 1.06503 hartree
  1s in eV: Dirac -5471.57, ZORA -5501.02, Dirac-ZORA 29.45
  1s scaling integral N = 0.0053826, scaled ZORA -201.07652 hartree
  1s ZORA with V shifted by -E0, shift removed: -201.08232 hartree, error -0.00579
  1s ZORA with V shifted by -E_Dirac, shift removed: -201.07652 hartree
all assertions hold
```
